# Charge modulation under a sinusoidal gate above a grounded two-dimensional channel

When a patterned gate is used to write a periodic density into a two-dimensional channel, a calculation must first settle how to turn gate voltage into charge. The quick choice is to multiply the local gate voltage by the parallel-plate capacitance per area. The alternative is to solve for the potential in the dielectric. For a perfectly screening channel under a uniform, isotropic dielectric, the choice depends on the product of the pattern's wavenumber $q$ and the gate distance $t$: the parallel-plate estimate of the modulation must be multiplied by $qt/\sinh(qt)$, which is close to one for long periods and exponentially small for short ones.

Let the channel be a sheet at $z=0$, and let a uniform, isotropic dielectric of permittivity $\varepsilon$, free of charge, fill $0<z<t$. On the plane $z=t$ the potential is prescribed as

$$V(x)=V_0+V_1\cos(qx).$$

The channel is grounded and screens perfectly, which means that $\phi=0$ everywhere on it, whatever charge this requires. There are no sources below the channel, so the potential and the field vanish for $z<0$. Nothing depends on $y$. The quantity sought is the amplitude of the channel charge at wavenumber $q$, divided by the charge that a uniform gate change of the same size $V_1$ would induce, with $t$ and $\varepsilon$ held fixed.

In the dielectric the potential obeys Laplace's equation, $\phi_{xx}+\phi_{zz}=0$. The equation and its boundary conditions are linear, so the responses to $V_0$ and to $V_1\cos(qx)$ can be found separately and added. The uniform part has $\phi_{zz}=0$, with $\phi=0$ at $z=0$ and $\phi=V_0$ at $z=t$, so it is $V_0z/t$.

For the modulated part, try $\phi_1=f(z)\cos(qx)$. Two derivatives in $x$ bring down $-q^2$, and Laplace's equation becomes

$$f''(z)=q^2f(z),\qquad f(0)=0,\qquad f(t)=V_1.$$

The general solution is $A\sinh(qz)+B\cosh(qz)$. The condition at the channel gives $B=0$, and the condition at the gate gives $A=V_1/\sinh(qt)$. Hence

$$\phi_1(x,z)=V_1\frac{\sinh(qz)}{\sinh(qt)}\cos(qx).$$

No other solution with the gate's period exists. The difference $w$ of two solutions would vanish on both planes and obey Laplace's equation. Integrating $\nabla\cdot(w\nabla w)=|\nabla w|^2$ over one period of the slab leaves only boundary terms, which vanish on the planes because $w=0$ and cancel between the two sides by periodicity. Therefore $\nabla w=0$, and $w=0$.

Gauss's law equates the sheet charge to the jump in the normal displacement, $\sigma=D_z(0^+)-D_z(0^-)$. The second term is zero here, and $D_z=-\varepsilon\,\partial\phi/\partial z$. Since the derivative of $\sinh(qz)$ at $z=0$ is $q$,

$$\sigma(x)=-\frac{\varepsilon V_0}{t}-\frac{\varepsilon qV_1}{\sinh(qt)}\cos(qx).$$

The minus signs say that a positive gate attracts electrons. A uniform change $V_1$ would induce $-\varepsilon V_1/t$. Dividing the modulated amplitude by this gives the reduction factor,

$$R(q)=\frac{\varepsilon qV_1/\sinh(qt)}{\varepsilon V_1/t}=\frac{qt}{\sinh(qt)}.$$

The permittivity cancels from the ratio, though not from the charge itself.

The charge on the gate shows where the rest of the modulated field goes. The charge on the gate's lower face is $\varepsilon\,\partial\phi/\partial z$ at $z=t$, whose modulated part is $\varepsilon qV_1\coth(qt)\cos(qx)$. The channel's modulated charge is smaller in size by the factor $1/\cosh(qt)$. Thus, for the modulated field alone, the channel receives this fraction of the field lines leaving a gate crest; the rest bend sideways and end on the neighbouring gate troughs.

Two limits follow with $u=qt$. For small $u$,

$$\frac{\sinh u}{u}=1+\frac{u^2}{6}+\frac{u^4}{120}+\cdots.$$

Inverting the series, the fourth-order coefficient is $1/36-1/120=7/360$, so

$$R=1-\frac{u^2}{6}+\frac{7u^4}{360}-\cdots.$$

For large $u$, write $\sinh u=\tfrac12e^u(1-e^{-2u})$. Then

$$R=\frac{2u\,e^{-u}}{1-e^{-2u}}\longrightarrow 2qt\,e^{-qt}.$$

Between the limits $R$ falls steadily, because every term after the first in the series for $\sinh u/u$ grows with $u$. Solving $R=1/2$ numerically gives $qt=2.177$. The modulation is therefore halved when the period is $2\pi t/2.177=2.89\,t$.

The same result in real space covers gates that are not sinusoidal. A general gate potential is a sum of Fourier components, each multiplied by its own $R$, and such a product corresponds to a convolution:

$$\sigma(x)=-\frac{\varepsilon}{t}\int_{-\infty}^{\infty}K(x-x')V(x')\,dx',\qquad K(x)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,R(q)\,e^{iqx}.$$

With $u=qt$,

$$K(x)=\frac{1}{2\pi t}\int_{-\infty}^{\infty}\frac{u\,e^{iux/t}}{\sinh u}\,du.$$

For $x>0$ close the contour with a rectangle in the upper half-plane, its top edge halfway between two poles. The exponential suppresses the top edge and $1/\sinh u$ suppresses the distant sides. The point $u=0$ is not a pole, because the numerator vanishes there. The poles lie at $u=i\pi m$, $m=1,2,\ldots$, where the derivative of $\sinh u$ is $\cosh(i\pi m)=(-1)^m$. With $r=e^{-\pi x/t}$ each residue is $i\pi m(-1)^mr^m$, so

$$K(x)=\frac{2\pi i}{2\pi t}\sum_{m=1}^{\infty}i\pi m(-r)^m=-\frac{\pi}{t}\sum_{m=1}^{\infty}m(-r)^m=\frac{\pi}{t}\frac{r}{(1+r)^2}.$$

The last step uses $\sum m s^m=s/(1-s)^2$ with $s=-r$. Dividing numerator and denominator by $r$ turns the denominator into $(r^{-1/2}+r^{1/2})^2=4\cosh^2(\pi x/2t)$. Since $K$ is even,

$$K(x)=\frac{\pi}{4t}\,\mathrm{sech}^2\!\left(\frac{\pi x}{2t}\right).$$

This function is positive, and its area is $(\pi/4t)(4t/\pi)=1$. Apart from the minus sign, the channel charge is thus a weighted local average of the gate potential, multiplied by the parallel-plate capacitance per area. The weight falls to half its peak where $\cosh(\pi x/2t)=\sqrt2$, which gives a full width of $1.122\,t$. A pattern whose period is shorter than this width is largely averaged away.

The kernel also gives a safe criterion for the parallel-plate estimate. Because $K$ is even, $R=\int K\cos(qx)\,dx$, and $1-\cos(qx)\le q^2x^2/2$. The second moment of $K$ is $-R''(0)=t^2/3$, from the small-$q$ series. Therefore

$$1-R\le\frac{(qt)^2}{6}.$$

Within this model, a loss below 5% of the parallel-plate modulation is assured if $qt\le\sqrt{0.30}=0.548$, or a period of at least about $11.5\,t$.

For a numerical case take graphene between a silica-like gate dielectric and a silica-like substrate, both of relative permittivity 3.9. Let $t=10$ nm, the gate period be 40 nm, $V_0=3$ V and $V_1=0.5$ V. Then $q=2\pi/(40\ \mathrm{nm})=0.1571\ \mathrm{nm}^{-1}$, $qt=1.571$, $\sinh(qt)=2.301$, and

$$R=\frac{1.571}{2.301}=0.683.$$

The geometric capacitance is $C_g=\varepsilon/t=0.345\ \mu\mathrm{F/cm^2}$. For a perfectly screening channel the mean electron density is $C_gV_0/e=6.47\times10^{12}\ \mathrm{cm^{-2}}$. The parallel-plate estimate of the modulation amplitude is $C_gV_1/e=1.08\times10^{12}\ \mathrm{cm^{-2}}$, and the reduced amplitude is

$$0.683\times1.08\times10^{12}\ \mathrm{cm^{-2}}=0.74\times10^{12}\ \mathrm{cm^{-2}},$$

or $0.118\ \mu\mathrm{C/cm^2}$. The parallel-plate estimate is too large by 46.5% of the reduced value. With $t$ kept at 10 nm, $R$ is 0.975 for a period of 160 nm, 0.904 for 80 nm, 0.272 for 20 nm and 0.023 for 10 nm.

Higher harmonics suffer more. Suppose the potential on the gate plane is an ideal square wave of period 40 nm. Its third harmonic is one third of its first. At the channel the ratio becomes $R(3q)/[3R(q)]=0.041$, so the third harmonic of the charge is only about 4% of the first. The stripes would write a nearly sinusoidal density.

Graphene does not screen perfectly, and the correction can be derived in the same way. Let the modulated channel potential have amplitude $\phi_c$, and let the channel respond with charge amplitude $\sigma_1=-C_q\phi_c$, where $C_q$ is its quantum capacitance per area. The substrate, of permittivity $\varepsilon_s$, is taken to be deep. The amplitudes of the potential are then

$$f(z)=\frac{V_1\sinh(qz)+\phi_c\sinh[q(t-z)]}{\sinh(qt)}\quad(0<z<t),\qquad f(z)=\phi_ce^{qz}\quad(z<0).$$

Both expressions equal $\phi_c$ at the channel. Gauss's law, $\sigma_1=-\varepsilon f'(0^+)+\varepsilon_sf'(0^-)$, gives

$$-C_q\phi_c=-\frac{\varepsilon qV_1}{\sinh(qt)}+\varepsilon q\coth(qt)\,\phi_c+\varepsilon_sq\,\phi_c.$$

Collecting the terms in $\phi_c$ and multiplying by $C_q$,

$$|\sigma_1|=\frac{C_q}{C_q+\varepsilon q\coth(qt)+\varepsilon_sq}\,\frac{\varepsilon qV_1}{\sinh(qt)}.$$

For a small uniform change $V_1$, with no field in the substrate, the balance is $C_q\phi_c=C_g(V_1-\phi_c)$. The charge is then $C_qC_gV_1/(C_q+C_g)$ in size. Since $\varepsilon q/\sinh(qt)=C_gR$, the ratio of the two responses is

$$R_s=R\,\frac{C_q+C_g}{C_q+\varepsilon q\coth(qt)+\varepsilon_sq}.$$

This tends to $R$ as $C_q\to\infty$. For finite $C_q$ it is smaller than $R$, because $\varepsilon q\coth(qt)>\varepsilon/t=C_g$ and the substrate adds a further positive term.

To find $C_q$, use graphene's massless Dirac band with a rough velocity $v=10^6$ m/s. Two spins and two valleys give $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$, and $E_F=\hbar vk_F$, so

$$n=\frac{E_F^2}{\pi\hbar^2v^2}.$$

Grounding fixes the electrochemical potential. If the channel is neutral at zero potential, this means $E_F=e\phi$ at the sheet. The mean density then satisfies $en=C_g(V_0-E_F/e)$, whose numerical solution is $E_F=0.282$ eV and $n=5.86\times10^{12}\ \mathrm{cm^{-2}}$. This is 9.4% below the perfectly screening value, the fraction $E_F/(eV_0)$ of the gate voltage that is spent on filling the band. Differentiating the density,

$$C_q=e^2\frac{dn}{dE_F}=\frac{2e^2n}{E_F}=6.65\ \mu\mathrm{F/cm^2}.$$

With $\cosh(qt)=\sqrt{1+2.301^2}=2.509$, the two other terms in the denominator are $\varepsilon q\coth(qt)=0.345\times1.571\times2.509/2.301=0.591$ and $\varepsilon_sq=0.345\times1.571=0.542$, both in $\mu\mathrm{F/cm^2}$. Thus

$$R_s=0.6826\,\frac{6.65+0.345}{6.65+0.591+0.542}=0.613.$$

This is 10% below $R$. The density amplitude itself becomes $0.63\times10^{12}\ \mathrm{cm^{-2}}$, 15% below the perfectly screening value. The two percentages differ because the uniform response used as the reference is also weakened.

The linear treatment of the modulation is adequate here. Solving the quadratic density law together with the electrostatics on a periodic grid of 32 points changes the amplitude by only about 0.01%. Temperature also matters little: integrating the band over Fermi functions at 300 K, with the mean density fixed, lowers $C_q$ by 1.4%. Since $|\sigma_1|$ depends on $C_q$ through $C_q/(C_q+1.13\ \mu\mathrm{F/cm^2})$, the amplitude falls by about $1.4\%\times1.13/7.78=0.2\%$. The calculation takes the density to follow the local potential. For the non-interacting band at zero temperature, linear static screening keeps its long-wavelength value up to $q=2k_F$, a property used here without derivation. Here $2k_F=0.86\ \mathrm{nm^{-1}}$, well above $q$. Exchange, correlation and disorder are left out.

The dielectric must also withstand the field. The modulated vertical field has amplitude $V_1q\cosh(qz)/\sinh(qt)$, and the lateral one has $\sinh$ in place of $\cosh$. Both are largest at the gate. There the squared field is $(V_0/t+a\cos qx)^2+b^2\sin^2qx$, with $a=V_1q\coth(qt)$ and $b=V_1q$. As $a>b$, this is a convex function of $\cos qx$, so its maximum is at an end of the range, and the positive cross term selects the crest. The peak field is

$$\frac{V_0}{t}+V_1q\coth(qt)=3.00+0.86=3.86\ \mathrm{MV/cm},$$

below a rough breakdown field of 10 MV/cm for good silica. Tunnelling from the channel to the gate crest can be estimated with the WKB integral through the potential of the perfectly screening case. A rough barrier of 3.3 eV above the Fermi level and a tunnel mass of 0.4 electron masses give a transmission near $10^{-33}$. Even with $10^{15}$ attempts per second for every electron, the current is of order $10^{-24}\ \mathrm{A/cm^2}$. The exponent is very sensitive to the rough inputs: a barrier of 3.0 eV raises the current to a few times $10^{-20}\ \mathrm{A/cm^2}$ and a mass of 0.5 lowers it to about $10^{-28}\ \mathrm{A/cm^2}$, negligible in either case. Leakage through defects is not included.

The voltages, spacing and density are plausible for graphene devices, while a 40 nm gate period demands fine patterning. Among the departures sized for this isotropic example, finite screening moves the reduction factor most, from 0.683 to 0.613. An uncertainty of 0.3 nm in the position of the charge plane matters less for $R$: increasing $t$ by that amount at fixed $q$ and fixed permittivity lowers $R$ by 2.1%, and the parallel-plate capacitance by a further 3%. The gap between graphene and an oxide is less polarisable than the oxide, so these figures understate its effect. If the extra 0.3 nm is taken as vacuum, matching potential and displacement across the two layers lowers $R$ by 7%, the capacitance by 10% and the modulation amplitude by 17%, as much as finite screening does. A real gate may also fail to impose the assumed potential. If the pattern is etched into the dielectric above a flat gate, no sinusoidal potential is prescribed on a plane, and the field must be solved for that geometry.

A layered crystal as the spacer lowers the factor further if its permittivity is higher along the layers than across them; for the period and thickness used here, the drop exceeds that from finite screening once the ratio of the two permittivities passes about 1.3. Let its permittivity be $\varepsilon_\parallel$ along the layers and $\varepsilon_\perp$ across them. With no charge in the spacer, $\varepsilon_\parallel\phi_{xx}+\varepsilon_\perp\phi_{zz}=0$, so that

$$f''=\kappa^2f,\qquad\kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.$$

The earlier steps then give a modulated charge amplitude $\varepsilon_\perp\kappa V_1/\sinh(\kappa t)$ and a uniform one $\varepsilon_\perp V_1/t$. Their ratio is $\kappa t/\sinh(\kappa t)$. For a permittivity ratio of 2, roughly that of hexagonal boron nitride, the same period and thickness give $\kappa t=1.571\sqrt2=2.22$ and a factor of 0.488 for a perfectly screening channel. The higher in-plane permittivity makes it easier for the field to pass sideways between crest and trough, and less of the pattern reaches the channel.
